# Free off-shell electron self-energy at one loop in Feynman gauge, part 2

An electron of mass \(m\) and four-momentum \(p\), not necessarily on shell, emits and reabsorbs a virtual photon of momentum \(q\). Units are \(\hbar=c=1\), \(e^2=4\pi\alpha\); the metric is \((+,-,-,-)\); \(\not p=\gamma^\mu p_\mu\). In \(D=4-2\epsilon\) dimensions, with \(\mu\) an arbitrary mass, the self-energy \(\Sigma\), which enters the propagator \(i/(\not p-m-\Sigma)\), is in Feynman gauge
\[
\Sigma=-ie^2\mu^{2\epsilon}\!\int\!\frac{d^Dq}{(2\pi)^D}\,\frac{\gamma^\mu(\not p-\not q+m)\gamma_\mu}{[(p-q)^2-m^2+i0]\,[q^2+i0]}. \tag{1}
\]
The contracted numerator is \(Dm-(D-2)(\not p-\not q)\). With \(s=p^2\), \(\rho=(m^2-p^2-i0)/m^2\), \(c=1-\rho\), \(M=(1-x)(m^2-xp^2)\) and \(\Delta_\epsilon=1/\epsilon-\gamma_E+\ln4\pi+\ln(\mu^2/m^2)\),
\[
\Sigma=\frac\alpha{4\pi}\left[D\,m\,B-(D-2)\not p\,V\right],\qquad
\begin{Bmatrix}B\\V\end{Bmatrix}=\Gamma(\epsilon)(4\pi\mu^2)^\epsilon\int_0^1\!dx\begin{Bmatrix}1\\x\end{Bmatrix}M^{-\epsilon}. \tag{2}
\]
\[
\Sigma=\frac\alpha{4\pi}\int_0^1\!dx\left\{(4m-2x\not p)\left[\Delta_\epsilon-\ln\frac M{m^2}\right]-2m+2x\not p\right\}+O(\epsilon). \tag{3}
\]
Separating the mass shift \(\delta m=\frac\alpha{4\pi}\,m\,(3\Delta_\epsilon+4)\) gives
\[
\Sigma=\delta m-\frac\alpha{4\pi}\Delta_\epsilon(\not p-m)+\Sigma_R+O(\epsilon),\qquad\Sigma_R=\frac\alpha{4\pi}\left[a(\rho)+\not p\,b(\rho)\right], \tag{4}
\]
\[
a=2m\left[1+\frac{2\rho\ln\rho}{1-\rho}\right],\qquad b=-\frac{2-\rho}{1-\rho}\left[1+\frac{\rho\ln\rho}{1-\rho}\right]. \tag{5}
\]
Replacing \(\Delta_\epsilon\) by \(\Delta_\epsilon-C\) in the second term of (4) changes \(a\to a+Cm\), \(b\to b-C\). Part (c) also found \(\int_0^1x\ln(1-x)\,dx=-\tfrac34\) and \(\int_0^1\ln(1-cx)\,dx=-1-\frac{\rho\ln\rho}{1-\rho}\).

The gauge parameter \(\xi\) enters the photon propagator \(-i[g_{\mu\nu}-(1-\xi)q_\mu q_\nu/q^2]/q^2\); Feynman gauge is \(\xi=1\). The program, with output printed after the text, sets \(m=1\); its momentum quadrature integrates directly over the loop momentum. The table cited below contains, with \(\sigma_+=a+\sqrt{p^2}\,b\):

| \(\rho\) | \(\sigma_+/m\) | \(2\rho\ln\rho\) |
|---|---|---|
| 0.001 | −0.013830 | −0.013816 |
| 0.01 | −0.093058 | −0.092103 |
| 0.1 | −0.513751 | −0.460517 |
| 0.5 | −1.423522 | −0.693147 |

Part (e) asks, for \(0<p^2<m^2\), to diagonalize \(\Sigma_R\) and expand its eigenvalues for \(\rho\to0^+\) through order \(\rho^2\) on the branch containing the free propagator's pole. What follows for the expansion of \(\Sigma\) about the mass shell and for the propagator's residue? How does the nonanalytic term look at finite \(\epsilon\)?

### Solution

Since \(\not p^2=p^2\), the matrix \(\not p\) has eigenvalues \(\pm W\) with \(W=\sqrt{p^2}=m\sqrt{1-\rho}\), and \(\Lambda_\pm=(W\pm\not p)/2W\) are the projectors: \(\Lambda_\pm^2=(W^2\pm2W\not p+W^2)/4W^2=\Lambda_\pm\). Then
\[
\Sigma_R=\frac\alpha{4\pi}\left[\sigma_+\Lambda_++\sigma_-\Lambda_-\right],\qquad\sigma_\pm=a\pm Wb .
\]
The free propagator is \(\Lambda_+/(W-m)+\Lambda_-/(-W-m)\), so its pole is on the branch \(+\).

Write \(L=\ln\rho\). With \(1/(1-\rho)=1+\rho+\rho^2+\dots\), \((2-\rho)/(1-\rho)=1+1/(1-\rho)=2+\rho+\rho^2+\dots\) and \((2-\rho)/(1-\rho)^2=(2-\rho)(1+2\rho+\dots)=2+3\rho+\dots\),
\[
a=m\left[2+4\rho L+4\rho^2L+\dots\right],\qquad b=-2-\rho-\rho^2-2\rho L-3\rho^2L+\dots \tag{6}
\]
so that \(a+mb=m[-\rho+2\rho L-\rho^2+\rho^2L+\dots]\). Further \(W-m=m(-\tfrac12\rho-\tfrac18\rho^2+\dots)\), and
\[
(W-m)\,b=m\left(\tfrac12\rho+\tfrac18\rho^2\right)\left(2+\rho+2\rho L\right)+\dots=m\left[\rho+\tfrac14\rho^2+\tfrac12\rho^2+\rho^2L+\dots\right].
\]
In the sum \(\sigma_+=(a+mb)+(W-m)b\) the terms \(-\rho\) and \(+\rho\) cancel, and \(-1+\tfrac34=-\tfrac14\):
\[
\sigma_+=2m\rho\ln\rho+m\rho^2\left(2\ln\rho-\tfrac14\right)+O(\rho^3\ln\rho). \tag{7}
\]
The exact relation \(\rho=-(W-m)(W+m)/m^2\) gives \(\rho\simeq-2(W-m)/m\), so the leading term is \(\sigma_+\simeq-4(W-m)\ln\rho\). The absence of a term linear in \(\rho\) without a logarithm holds in the subtraction convention (4); another constant \(C\) would add \(-C(W-m)\). The coefficient of \(\rho\ln\rho\) is independent of that choice.

The ratio of the second term of (7) to the first is \(\rho(1-1/8L)\approx\rho\). The table agrees: the leading term misses \(\sigma_+\) by about 0.1%, 1% and 10% of \(\sigma_+\) at \(\rho=10^{-3},10^{-2},10^{-1}\), and it is useless at \(\rho=0.5\). The program tests (6) and (7) on the momentum quadrature. From values at \(\rho=r,2r,4r\) with \(r=10^{-5}\) it forms the combination \([f(4r)-f(2r)]/2r-[f(2r)-f(r)]/r\), which annihilates constant and linear terms and returns \(\ln2\) times the coefficient of \(\rho\ln\rho\), up to a bias of order \(r\ln r\). The results are \(3.998\,m\), \(-1.999\) and \(1.999\,m\) for \(a\), \(b\) and \(\sigma_+\), against \(4m\), \(-2\) and \(2m\). At \(\rho=10^{-3}\) it finds \((\sigma_+-2m\rho L)/\rho^2=-14.078\,m\), against \(2L-\tfrac14=-14.066\).

On the other branch, \(\sigma_-=(a-mb)-(W-m)b=m[4+\rho+6\rho L]-m\rho+\dots=4m+6m\rho L+\dots\), which does not vanish at \(\rho=0\). There is no reason for it to vanish, because \(\not p-m=-2m\) there. A real positron does not live on this branch: its spinor obeys \(\not p\,v=mv\) for the momentum \(p\) (with \(p^0<0\)) that flows along the charge line. The quadrature gives \(3.9945\,m\) at \(\rho=10^{-4}\). The printed value \(-4L-4=32.841\) corresponds to \(L=-9.210\), so \(6\rho L=-0.0055\), which accounts for the departure from 4.

The slope follows from \(d\rho/dW=-2W/m^2\) and \(d\sigma_+/d\rho=2m(L+1)+m\rho(4L+\tfrac32)+\dots\). With \(W/m=1-\tfrac12\rho\),
\[
\frac{d\sigma_+}{dW}=-4\ln\rho-4-6\rho\ln\rho-\rho+\dots \tag{8}
\]
A finite difference of the quadrature at \(\rho=10^{-4}\) gives \(32.847\), against \(32.841\) for the first two terms; the difference is of the size of \(-6\rho L=0.0055\).

The function \(\sigma_+\) is continuous at \(W=m\), so \(\delta m\) is well defined, but its first derivative diverges. No Taylor expansion \(\Sigma=\delta m+\Sigma'(\not p-m)+\dots\) exists in Feynman gauge in four dimensions with a massless photon. Part (h) shows that the coefficient of the logarithm in the slope depends on the gauge and vanishes at \(\xi=3\), where the first derivative stays finite. With the mass counterterm included, the inverse propagator on the branch \(+\) is
\[
(W-m)\left[1+\frac\alpha{4\pi}\Delta_\epsilon+\frac\alpha\pi\ln\rho+O(\alpha\rho\ln\rho)\right].
\]
The bracket, whose inverse would be the residue \(Z_2\), has no limit as \(\rho\to0\): at this order the pole has turned into a branch point. The term \((\alpha/\pi)\ln\rho\) is what the first order of a power \(\rho^{\alpha/\pi}\) would give, but one loop cannot establish that the logarithm exponentiates. The one-loop form is reliable while \((\alpha/\pi)|\ln\rho|\ll1\).

At finite \(\epsilon\) the nonanalytic term can be isolated exactly. With \(y=1-x\), \(M/m^2=y(\rho+cy)\). For \(\tfrac12<\epsilon<1\) the integral of \(M^{-\epsilon}\) converges over \((0,\infty)\), so \(\int_0^1=\int_0^\infty-\int_1^\infty\), and both pieces can be continued in \(\epsilon\). On \((1,\infty)\) the integrand \((cy^2)^{-\epsilon}(1+\rho/cy)^{-\epsilon}\) has a convergent power series in \(\rho/c\), so this piece is analytic at \(\rho=0\). In the first piece the substitution \(y=\rho t/c\) gives a Beta function,
\[
\Gamma(\epsilon)\int_0^\infty\!dy\,y^{-\epsilon}(\rho+cy)^{-\epsilon}=\Gamma(1-\epsilon)\,\Gamma(2\epsilon-1)\,c^{\,\epsilon-1}\rho^{\,1-2\epsilon}.
\]
Since \(\Gamma(2\epsilon-1)=\Gamma(2\epsilon)/(2\epsilon-1)=-1/2\epsilon+O(1)\) and \(\rho^{1-2\epsilon}=\rho(1-2\epsilon L+\dots)\), this piece contains \(-\rho/2\epsilon c+\rho L/c\), and \(\rho L/c\) is exactly the logarithm in \(B\) found in part (c). The pole \(-\rho/2\epsilon\) cancels against the term of first order in \(\rho\) of the analytic piece, \(-\Gamma(\epsilon)(-\epsilon)\rho\int_1^\infty y^{-1-2\epsilon}dy\to+\rho/2\epsilon\). The nonanalytic term is thus \(\rho^{D-3}\). For \(D>4\) its derivative vanishes at \(\rho=0\), and an on-shell derivative taken before \(\epsilon\to0\) keeps only the analytic piece, with its uncancelled infrared pole in \(\epsilon\) in place of \(\ln\rho\). The limits \(\rho\to0\) and \(\epsilon\to0\) do not commute in the derivative. In a matching calculation the analytic piece goes into the coefficients of local operators, while \(\rho^{D-3}\) cannot be represented by any polynomial in \(p\) and has to come from loops of the low-energy theory.

## (f) Which photons produce the logarithm

In the rest frame \(p=(E,\mathbf 0)\), \(0<E=W<m\), rotate the photon energy in (1) directly. Find the contribution to \(d\sigma_+/d\rho\) per unit logarithm of the Euclidean photon momentum \(K\), and identify the range of \(K\) responsible for \(\ln\rho\). Then give the photon a small mass \(\lambda\) and compute \(d\sigma_+/dW\) on the mass shell.

### Solution

The photon poles are at \(q^0=\pm(|\mathbf q|-i0)\). With \(E_q=\sqrt{\mathbf q^2+m^2}\), the electron poles are at \(q^0=E+E_q-i0\), in the fourth quadrant, and at \(q^0=E-E_q+i0\), whose real part is negative because \(E<m\le E_q\), so it lies in the second quadrant. The rotation \(q^0=i\omega\) is allowed, and it fails exactly when \(E\) exceeds \(m\). With \(K^2=\omega^2+\mathbf q^2\),
\[
q^2=-K^2,\qquad(E-i\omega)^2-\mathbf q^2-m^2=-\left(A+2iE\omega\right),\qquad A=K^2+m^2\rho .
\]
The two minus signs cancel, \(-i\cdot i=1\), and the term \(\boldsymbol\gamma\cdot\mathbf q\) is odd in \(\mathbf q\):
\[
\Sigma=e^2\mu^{2\epsilon}\!\int\!\frac{d^Dq_E}{(2\pi)^D}\,\frac{Dm-(D-2)\gamma^0(E-i\omega)}{K^2\,(A+2iE\omega)}. \tag{9}
\]
Comparison with (2), where \(\not p=\gamma^0E\), identifies \(B\) with the numerator 1 and \(EV\) with the numerator \(E-i\omega\). The parts even in \(\omega\) are \(A/(A^2+4s\omega^2)\) for \(B\) and \((A-2\omega^2)/(A^2+4s\omega^2)\) for \(V\). For spacelike \(p\) the same two expressions result: with Euclidean \(p\) of length \(P\) along the \(\omega\) axis the denominator is \(A-2P\omega\), the numerator of \(V\) is \(1-\omega/P\), and the even part of \((1-\omega/P)(A+2P\omega)/(A^2-4P^2\omega^2)\) has the stated form with \(s=-P^2\). These are the integrands of the momentum quadrature.

In four dimensions put \(\omega=K\cos\theta\equiv Kt\). Then \(d^4q_E=4\pi K^4\,d\ln K\,\sqrt{1-t^2}\,dt\), and the constant in front is \(16\pi^2\cdot4\pi/(2\pi)^4=4/\pi\). With \(\eta=A/2EK\),
\[
\mathcal B\equiv\frac{dB}{d\ln K}=\frac4\pi\,\frac{K^2}{2EK}\,I(\eta),\qquad I(\eta)=\int_{-1}^1\!\frac{\sqrt{1-t^2}\,dt}{\eta+it}.
\]
The even part of \(1/(\eta+it)\) is \(\eta/(\eta^2+t^2)\). Writing \((1-t^2)/(\eta^2+t^2)=-1+(1+\eta^2)/(\eta^2+t^2)\) and \(dt/\sqrt{1-t^2}=d\theta\), one needs \(\int_0^\pi d\theta=\pi\) and, with \(v=\tan\theta\),
\[
\int_0^\pi\!\frac{d\theta}{\eta^2+\cos^2\theta}=\int_{-\infty}^\infty\!\frac{dv}{\eta^2v^2+\eta^2+1}=\frac\pi{\eta\sqrt{1+\eta^2}} .
\]
Hence \(I=\pi(\sqrt{1+\eta^2}-\eta)\) and \(\mathcal B=(2K/E)(\sqrt{1+\eta^2}-\eta)\). For \(V\), the identity \(-i\omega/(A+2iE\omega)=-(1/2E)[1-A/(A+2iE\omega)]\) and \(\int\sqrt{1-t^2}\,dt=\pi/2\) give the density \(\mathcal V=(1+A/2E^2)\mathcal B-K^2/E^2\). The subtractions in (4) and the constants in (3) contribute to \(\sigma_+\) a constant plus a constant times \(E\); they depend on \(\rho\) through \(E\) but contain no logarithm. They are carried out by subtracting the densities of \(B\) and \(V\) at \(s=0\), which are of order \(K^2/m^2\) for \(K\ll m\) and so do not affect the terms kept below. Apart from them, the density of \(\sigma_+\) is \(4m\mathcal B-2E\mathcal V=(4m-2E-A/E)\mathcal B+2K^2/E\).

Differentiating through \(A\), with \(\partial\eta/\partial\rho=m^2/2EK\),
\[
\left.\frac{\partial\mathcal B}{\partial\rho}\right|_E=\frac{m^2}{E^2}\left(\frac\eta{\sqrt{1+\eta^2}}-1\right).
\]
For small \(\rho\), \(\eta\simeq K/2m+m\rho/2K\), which is small if and only if \(m\rho\ll K\ll m\). In that window the bracket is \(-1+\eta\). The first corrections in \(K/m\) come from \(dE/d\rho=-m/2\) and from \(A/E\), with \(\mathcal B\simeq2K/E\): the dependence of \(\mathcal B\) on \(E\) adds \(+K/m\) to \(d\mathcal B/d\rho\), the factor \(4m-2E\) contributes \(+m\mathcal B=2K\), and the factor \(-A/E\) contributes \(-m\mathcal B=-2K\). With \(4m-2E\to2m\),
\[
\frac{d}{d\ln K}\frac{d\sigma_+}{d\rho}\simeq-2m\left[1-\eta-\frac Km\right],\qquad m\rho\ll K\ll m .
\]
For \(K\ll m\rho\), \(\eta\) is large, the bracket in \(\partial\mathcal B/\partial\rho\) tends to \(-1/2\eta^2=-2K^2/m^2\rho^2\), and the density is \(-4K^2/m\rho^2\). For \(K\gg m\) power counting makes the density subtracted at \(s=0\) fall at least as \(1/K^2\), since one derivative in \(p^2\) makes a logarithmically divergent integral converge by two powers, and the angular average removes that order as well. Inserting \(\sqrt{1+\eta^2}-\eta=1/2\eta-1/8\eta^3+1/16\eta^5-5/128\eta^7+\dots\) and \(A=K^2+m^2-s\) gives \(\mathcal B=2-2m^2/K^2+(2m^4+2sm^2)/K^4+\dots\) and \(\mathcal V=1-m^4/K^4+\dots\). The first term that depends on \(s\) is \(2sm^2/K^4\) in \(\mathcal B\), so with \(ds/d\rho=-m^2\) the density of \(d\sigma_+/d\rho\) falls as \(-8m^5/K^4\). A plateau of height \(-2m\) over a range \(\ln(m/m\rho)=-\ln\rho\) gives \(d\sigma_+/d\rho\simeq2m\ln\rho\), in agreement with (7).

The program differentiates the angular quadrature numerically at \(\rho=10^{-6}\) and tests the plateau and its absence outside. At \(K/m=10^{-4},10^{-3},10^{-2}\) it finds \(-1.9897,-1.9960,-1.9701\) in units of \(m\). The formula gives, with \(\eta=0.00505,\,0.001,\,0.00505\), the values \(-2(1-0.00505-0.0001)=-1.9897\), \(-2(1-0.001-0.001)=-1.9960\) and \(-2(1-0.00505-0.01)=-1.9699\), the last differing by a term of order \(K^2/m^2\). At \(K=10^{-8}m\) it finds \(-0.0004\), equal to \(-4(10^{-8}/10^{-6})^2\), and at \(K=10^3m\) zero to four decimals. The logarithm comes from soft photons. Their momentum is far below \(m\), so the electron does not recoil and the numerator is the constant \(2m\); it is far above \(m\rho\simeq2(m-W)\), so they do not resolve that the electron is off shell.

A photon mass replaces \(q^2\) by \(q^2-\lambda^2\) and adds \(x\lambda^2\) to \(M\):
\[
M=ym^2+x\lambda^2-xy\,p^2,\qquad y=1-x .
\]
\(M\) first vanishes at the minimum over \(x\) of \(m^2/x+\lambda^2/y\). Setting the derivative to zero gives \(m/x=\lambda/y\), \(x=m/(m+\lambda)\), and the minimum is \((m+\lambda)^2\). The branch point has moved away from \(p^2=m^2\), and \(\Sigma\) is analytic on the mass shell. From (3), \(a=\text{const}-4m\int\ln M\) and \(b=1+2\int x\ln(M/m^2)\); with \(dM/dW=-2xyW\),
\[
\frac{d\sigma_+}{dW}=b+\int_0^1\!dx\,\frac{(4m-2xW)\,2xyW}{M}.
\]
At \(W=m\), with \(\hat\lambda=\lambda/m\), \(M/m^2=y^2+\hat\lambda^2(1-y)\) and \((4-2x)2xy=4y(1-y^2)\). For \(\hat\lambda\to0\), \(b\to1+4(-\tfrac34)=-2\). In the second term drop \(-\hat\lambda^2y\) at first and use \((1-y^2)/(y^2+\hat\lambda^2)=(1+\hat\lambda^2)/(y^2+\hat\lambda^2)-1\):
\[
\int_0^1\!\frac{4y(1-y^2)\,dy}{y^2+\hat\lambda^2}=2(1+\hat\lambda^2)\ln\frac{1+\hat\lambda^2}{\hat\lambda^2}-2\;\to\;-4\ln\hat\lambda-2 .
\]
The corrections linear in \(\hat\lambda\) come from \(y\sim\hat\lambda\). In \(b\) the correction is \(2\int_0^\infty\ln(1+\hat\lambda^2/y^2)\,dy=2\pi\hat\lambda\), as follows from the derivative \(\int_0^\infty2\hat\lambda\,dy/(y^2+\hat\lambda^2)=\pi\). The dropped term gives \(4\hat\lambda^2\int_0^\infty y^2dy/(y^2+\hat\lambda^2)^2=\pi\hat\lambda\). Therefore
\[
\left.\frac{d\sigma_+}{dW}\right|_{W=m}=-4-4\ln\frac\lambda m+3\pi\frac\lambda m+\dots
\]
and \(Z_2-1=d\Sigma/dW=-(\alpha/4\pi)[\Delta_\epsilon+4+4\ln(\lambda/m)]\) for \(\lambda\to0\). Compared with (8), \(\lambda/m\) has taken the place of \(\rho\) as the lower edge of the plateau. The program finds slopes \(23.6404\) and \(32.8423\) at \(\hat\lambda=10^{-3}\) and \(10^{-4}\), against \(23.6310\) and \(32.8414\) for the first two terms. It asserts agreement within \(15\hat\lambda\); the differences, \(0.0094\) and \(0.0009\), match \(3\pi\hat\lambda\).

## (g) Above threshold

Continue (5) to \(p^2>m^2\). Obtain the imaginary parts a second time directly from (1), show how they generate \(\rho\ln\rho\) through a dispersion relation, and interpret the sign of \(\operatorname{Im}\sigma_+\).

In Feynman gauge with a massless photon, \(\sigma_+\) vanishes as \(2m\rho\ln\rho\) at the mass shell while its slope diverges, and the logarithm comes from soft photons with \(m\rho\ll K\ll m\). What remains is the continuation above threshold posed in part (g), the dependence on the gauge, and the zero-potential term of a hydrogen-like ground state.
